# Finite penetration depth of zero-order deposition in a porous slab: verification in Python

```python
"""Zero-order deposition in a porous slab: result under test.
Steady balance D c'' = k while c > 0, face value c0, sealed back.
Claim: a thick slab is exhausted at depth lam = sqrt(2 D c0 / k), with
c = c0 (1 - x/lam)^2 before it and no reaction beyond it.
D: effective diffusivity, k: deposition rate per total volume,
c: reactant concentration, x: depth from the open face.
Also tested: thin slabs, saturating kinetics k c/(K + c), narrowing pores,
and the concentration changes of the other gases.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded


def tridiagonal(lower, diag, upper, rhs):
    bands = np.zeros((3, len(diag)))
    bands[0, 1:] = upper[:-1]
    bands[1] = diag
    bands[2, :-1] = lower[1:]
    return solve_banded((1, 1), bands, rhs)


def zero_order(D_face, rate, c_face, h, storage=0.0, old=None, wet=None):
    """Complementarity problem: c >= 0, unmet demand >= 0, product zero.
    Nodes at h, 2h, ..., nh; the last one has half a cell (sealed back).
    The depth of the front is not supplied; it is found."""
    n = len(rate)
    width = np.full(n, h * h)
    width[-1] = h * h / 2
    lower = -D_face / width
    upper = np.zeros(n)
    upper[:-1] = -D_face[1:] / width[:-1]
    diag = -lower - upper + storage
    rhs = -rate + (storage * old if old is not None else 0.0)
    rhs[0] -= lower[0] * c_face
    wet = np.ones(n, bool) if wet is None else wet.copy()
    for _ in range(3 * n + 50):
        c = tridiagonal(np.where(wet, lower, 0), np.where(wet, diag, 1),
                        np.where(wet, upper, 0), np.where(wet, rhs, 0))
        unmet = diag * c - rhs
        unmet[1:] += lower[1:] * c[:-1]
        unmet[:-1] += upper[:-1] * c[1:]
        new = (wet & (c >= 0)) | (~wet & (unmet < -1e-8 * rate.max()))
        if np.array_equal(new, wet):
            return c, wet
        wet = new
    raise AssertionError("complementarity solver did not settle")


def uniform_slab(D, k, c0, L, n):
    h = L / n
    c, wet = zero_order(np.full(n, D), np.full(n, k), c0, h)
    return h * np.arange(1, n + 1), c, wet, h


def depth(D, k, c0):
    return np.sqrt(2 * D * c0 / k)


# Front, profile and uptake for unrelated parameter sets
for D, k, c0 in [(1.0, 2.0, 1.0), (0.5, 3.0, 2.0), (2.0, 1.0, 0.3)]:
    x, c, wet, h = uniform_slab(D, k, c0, 2.5, 2000)
    lam = depth(D, k, c0)
    assert abs(x[wet][-1] - lam) < 2 * h
    assert np.max(abs(c - c0 * np.maximum(1 - x / lam, 0)**2)) < 2*k*h*h/D
    uptake = D * (c0 - c[0]) / h + k * h / 2
    assert abs(uptake / np.sqrt(2 * D * k * c0) - 1) < 1e-4

# Thin and thick slabs on either side of the threshold (depth is 1 here)
x, c, wet, h = uniform_slab(1.0, 2.0, 1.0, 0.95, 400)
assert wet.all() and abs(c[-1] - (1 - 0.95**2)) < 1e-6
x, c, wet, h = uniform_slab(1.0, 2.0, 1.0, 1.05, 400)
assert not wet.all() and c[-1] == 0

# Time-dependent runs from an empty and from a full slab
n, L, dt = 500, 2.5, 0.05
h = L / n
x = h * np.arange(1, n + 1)
for start in (0.0, 1.0):
    c, wet = np.full(n, start), None
    for _ in range(120):
        c, wet = zero_order(np.ones(n), np.full(n, 2.0), 1.0, h,
                            1 / dt, c, wet)
    assert np.max(abs(c - np.maximum(1 - x, 0)**2)) < 1e-4


def saturating(D, k, c0, K, L, n):
    """Newton solution of D c'' = k c/(K + c) with sealed back."""
    h = L / n
    lower = np.full(n, -D / h**2)
    lower[-1] *= 2
    upper = np.full(n, -D / h**2)
    upper[-1] = 0
    c = np.zeros(n)
    for _ in range(500):
        slope = k * K / (K + c)**2
        rhs = slope * c - k * c / (K + c)
        rhs[0] += D * c0 / h**2
        new = tridiagonal(lower, 2 * D / h**2 + slope, upper, rhs)
        change = np.max(abs(new - c))
        c = new
        if change < 1e-8 * c0:
            return h * np.arange(1, n + 1), c, h
    raise AssertionError("Newton iteration did not settle")


# Saturating kinetics, scaled so that the zero-order depth is 1
beyond = {}
for K in (1e-2, 1e-3, 1e-4):
    x, c, h = saturating(1.0, 2.0, 1.0, K, 2.5, 4000)
    rate = 2 * c / (K + c)
    uptake = (1 - c[0]) / h + h / 2 * 2 / (K + 1)
    law = np.sqrt(4 * (1 - K * np.log(1 + 1 / K)))
    assert abs(uptake / law - 1) < 1e-4
    edge = int(round(1 / h)) - 1
    beyond[K] = h * (rate[edge] / 2 + rate[edge + 1:].sum()) / uptake
    if K == 1e-2:
        i, j = np.searchsorted(x, [1.6, 1.8])
        tail = (x[j] - x[i]) / np.log(c[i] / c[j])
        assert abs(tail / np.sqrt(K / 2) - 1) < 0.01
        one_percent_depth = x[rate < 0.02][0]
        uptake_ratio = uptake / 2
        tail_scaled = tail
assert beyond[1e-2] > beyond[1e-3] > beyond[1e-4]
assert 5 < beyond[1e-2] / beyond[1e-4] < 15

# Worked example: BF3 + NH3 -> BN + 3 HF in a preform, rough typical inputs
R, torr = const.R, const.torr
T, p_BF3, p_NH3 = 1300.0, 2.0, 8.0             # K, Torr, Torr
d0, eps0, tortuosity = 2e-6, 0.4, 3.0          # m, -, -
growth = 10e-9 / 60                            # m/s
density = 2000.0                               # kg/m3, deposited BN
M_BF3, M_NH3, M_HF, M_BN = 0.06781, 0.01703, 0.02001, 0.02482  # kg/mol
c0 = p_BF3 * torr / (R * T)
wall_rate = growth * density / M_BN            # mol/(m2 s)


def thermal_speed(M):
    return np.sqrt(8 * R * T / (np.pi * M))


def pore_properties(d):
    porosity = eps0 * (d / d0)**2
    knudsen = d / 3 * thermal_speed(M_BF3)
    return porosity * knudsen / tortuosity, wall_rate * 4 * porosity / d


D, k = pore_properties(d0)
D_K = d0 / 3 * thermal_speed(M_BF3)
lam = depth(D, k, c0)
L_slab = 2e-3
x, c, wet, h = uniform_slab(D, k, c0, L_slab, 2000)
front = x[wet][-1]
assert abs(front - lam) < 2 * h
profile = [(s, np.interp(s * 1e-3, x, c) / c0 * p_BF3)
           for s in (0.1, 0.2, 0.3, 0.4)]

# Other gases: twice-integrated source against the closed expression
drop_NH3 = p_BF3 * np.sqrt(M_NH3 / M_BF3)
rise_HF = 3 * p_BF3 * np.sqrt(M_HF / M_BF3)
moment = np.sum(x[wet] * k) * h
for M, nu, closed in ((M_NH3, 1, drop_NH3), (M_HF, 3, rise_HF)):
    D_other = eps0 / tortuosity * d0 / 3 * thermal_speed(M)
    summed = nu * moment / D_other * R * T / torr
    assert abs(summed / closed - 1) < 0.01
deep_NH3 = p_NH3 - drop_NH3
assert deep_NH3 > 0
pressure_rise = rise_HF - drop_NH3 - p_BF3

# Narrowing pores: march the coating and compare with the wedge
n, steps, closure = 200, 190, d0 / (2 * growth)
dt = closure / 200
h = 1.3 * lam / n
x_all = h * np.arange(n + 1)
pore, wet = np.full(n + 1, d0), None
for step in range(steps):
    D_node, k_node = pore_properties(pore)
    D_face = (D_node[1:] + D_node[:-1]) / 2
    c, wet = zero_order(D_face, k_node[1:], c0, h, wet=wet)
    pore[0] -= 2 * growth * dt
    pore[1:][wet] -= 2 * growth * dt
    if step == 99:
        half_time_front = x_all[1:][wet][-1]
coating = (d0 - pore) / 2
wedge = d0 / 2 * np.clip(1 - x_all / lam, 0, steps / 200)
assert np.max(abs(coating - wedge)) < 0.03 * d0 / 2
assert abs(half_time_front / lam - 0.5) < 0.02
fill = 1 - (pore / d0)**2
filled = h * (fill[0] / 2 + fill[1:].sum()) / lam
assert abs(filled - 2 / 3) < 0.02
mid_coating = np.interp(lam / 2, x_all, coating)

# Sizes of neglected effects; rough inputs are named here
sigma, film, viscosity, conductivity = 0.4e-9, 5e-3, 4e-5, 1.0
dH, dS = 110e3, 90.0                           # J/mol, J/(mol K)
number_density = (p_BF3 + p_NH3) * torr / (const.k * T)
mu = M_BF3 * M_NH3 / (M_BF3 + M_NH3) / const.N_A
D_mol = 3 / (8 * number_density * sigma**2) * np.sqrt(
    const.k * T / (2 * np.pi * mu))
depth_shift = 1 - 1 / np.sqrt(1 + D_K / D_mol)
c_collision = 4 * wall_rate / thermal_speed(M_BF3)
collision_tail = np.sqrt(D * c_collision / k)
K_eq = np.exp(-(dH - T * dS) / (R * T))        # bar
to_bar = torr / 1e5
p_eq = (rise_HF * to_bar)**3 / (K_eq * deep_NH3 * to_bar) / to_bar
film_drop = k * lam * film / D_mol / c0
viscous = d0**2 / 32 * abs(pressure_rise) * torr / (viscosity * D_K)
cooling = dH * D * c0 / conductivity

print(f"temperature: {T:.0f} K")
print(f"BF3 and NH3 pressure at face: {p_BF3:.1f} and {p_NH3:.1f} Torr")
print(f"pore diameter: {d0*1e6:.1f} um")
print(f"porosity: {eps0:.2f}, tortuosity: {tortuosity:.1f}")
print(f"wall growth rate: {growth*6e10:.1f} nm/min")
print(f"BN deposit density: {density:.0f} kg/m3")
print(f"slab thickness: {L_slab*1e3:.1f} mm")
print(f"BF3 concentration c0: {c0:.5f} mol/m3")
print(f"BF3 mean thermal speed: {thermal_speed(M_BF3):.1f} m/s")
print(f"Knudsen diffusivity in pore: {D_K*1e4:.3f} cm2/s")
print(f"effective diffusivity D: {D*1e4:.4f} cm2/s")
print(f"wall deposition rate: {wall_rate:.3e} mol/(m2 s)")
print(f"pore wall area per volume: {4*eps0/d0:.2e} 1/m")
print(f"volume deposition rate k: {k:.3f} mol/(m3 s)")
print(f"penetration depth, formula: {lam*1e3:.4f} mm")
print(f"penetration depth, solver: {front*1e3:.4f} mm")
print(f"solver grid spacing: {L_slab/2000*1e3:.4f} mm")
for s, p in profile:
    exact = p_BF3 * (1 - s * 1e-3 / lam)**2
    print(f"BF3 at {s:.1f} mm: solver {p:.4f}, formula {exact:.4f} Torr")
print(f"uptake per face area: {k*lam*1e3:.3f} mmol/(m2 s)")
print(f"mouth closure time: {closure/60:.1f} min")
print(f"front/initial depth at half closure: {half_time_front/lam:.3f}")
print(f"simulation stopped at closure fraction: {steps/200:.2f}")
print(f"coating at half depth, simulated: {mid_coating*1e9:.0f} nm")
print(f"coating at half depth, wedge: {d0/4*1e9:.0f} nm")
print(f"filled pore share within depth, simulated: {filled:.3f}")
for K in beyond:
    print(f"deposit beyond depth, K/c0={K:.0e}: {100*beyond[K]:.2f} %")
print(f"uptake ratio to zero order, K/c0=0.01: {uptake_ratio:.4f}")
print(f"tail decay length, K/c0=0.01: {tail_scaled*lam*1e3:.4f} mm")
print(f"rate down to 1% of k, K/c0=0.01: {one_percent_depth*lam*1e3:.3f} mm")
print(f"tail length set by wall collisions: {collision_tail*1e6:.2f} um")
print(f"molecular diffusivity (rough): {D_mol*1e4:.0f} cm2/s")
print(f"depth loss by molecular collisions: {100*depth_shift:.1f} %")
print(f"NH3 pressure beyond front: {deep_NH3:.2f} Torr")
print(f"HF pressure rise to front: {rise_HF:.2f} Torr")
print(f"total pressure rise to front: {pressure_rise:.2f} Torr")
print(f"viscous/diffusive flux ratio: {viscous:.1e}")
print(f"equilibrium constant (rough): {K_eq:.1f} bar")
print(f"BF3 left by reverse reaction (rough): {p_eq:.4f} Torr")
print(f"cooling by reaction (rough): {cooling:.2f} K")
print(f"outer gas film thickness assumed: {film*1e3:.1f} mm")
print(f"BF3 drop over film / face value: {100*film_drop:.1f} %")
print(f"diffusion settling time: {eps0*lam**2/D*1e3:.2f} ms")
print("all assertions hold")
```

Running it gives:

```
temperature: 1300 K
BF3 and NH3 pressure at face: 2.0 and 8.0 Torr
pore diameter: 2.0 um
porosity: 0.40, tortuosity: 3.0
wall growth rate: 10.0 nm/min
BN deposit density: 2000 kg/m3
slab thickness: 2.0 mm
BF3 concentration c0: 0.02467 mol/m3
BF3 mean thermal speed: 637.1 m/s
Knudsen diffusivity in pore: 4.247 cm2/s
effective diffusivity D: 0.5663 cm2/s
wall deposition rate: 1.343e-05 mol/(m2 s)
pore wall area per volume: 8.00e+05 1/m
volume deposition rate k: 10.744 mol/(m3 s)
penetration depth, formula: 0.5100 mm
penetration depth, solver: 0.5090 mm
solver grid spacing: 0.0010 mm
BF3 at 0.1 mm: solver 1.2925, formula 1.2925 Torr
BF3 at 0.2 mm: solver 0.7389, formula 0.7389 Torr
BF3 at 0.3 mm: solver 0.3390, formula 0.3390 Torr
BF3 at 0.4 mm: solver 0.0930, formula 0.0930 Torr
uptake per face area: 5.479 mmol/(m2 s)
mouth closure time: 100.0 min
front/initial depth at half closure: 0.500
simulation stopped at closure fraction: 0.95
coating at half depth, simulated: 500 nm
coating at half depth, wedge: 500 nm
filled pore share within depth, simulated: 0.666
deposit beyond depth, K/c0=1e-02: 6.28 %
deposit beyond depth, K/c0=1e-03: 2.29 %
deposit beyond depth, K/c0=1e-04: 0.77 %
uptake ratio to zero order, K/c0=0.01: 0.9767
tail decay length, K/c0=0.01: 0.0361 mm
rate down to 1% of k, K/c0=0.01: 0.693 mm
tail length set by wall collisions: 0.67 um
molecular diffusivity (rough): 112 cm2/s
depth loss by molecular collisions: 1.8 %
NH3 pressure beyond front: 7.00 Torr
HF pressure rise to front: 3.26 Torr
total pressure rise to front: 0.26 Torr
viscous/diffusive flux ratio: 2.5e-04
equilibrium constant (rough): 1.9 bar
BF3 left by reverse reaction (rough): 0.0035 Torr
cooling by reaction (rough): 0.15 K
outer gas film thickness assumed: 5.0 mm
BF3 drop over film / face value: 9.9 %
diffusion settling time: 1.84 ms
all assertions hold
```
